\section*{Reaction-energy errors from neglected weak pairs in local coupled cluster, part 2}

The question is whether recovering at least 99.9 percent of the canonical correlation energy $E_c<0$ keeps local coupled-cluster reaction energies within 1 kcal/mol of the canonical ones. Atomic units are used, with $1\,E_h=627.509$ kcal/mol. The recovery is $f=E_{\rm loc}/E_c$ and the error is $\delta=E_{\rm loc}-E_c=(1-f)|E_c|$. For a reaction $A\to B$,
\begin{equation}
\delta_B-\delta_A=(f_A-f_B)\,|E_{c,A}|+(1-f_B)\bigl(|E_{c,B}|-|E_{c,A}|\bigr).
\label{eq:split}
\end{equation}
If only $0\le1-f\le10^{-3}$ is known, this lies between $-10^{-3}|E_{c,A}|$ and $10^{-3}|E_{c,B}|$.

The local scheme sets the doubles amplitudes to zero on a set $W$ of weak pairs. For MP2, the Hylleraas functional proves $\delta\ge0$.

In the ammonia example, NH$_3$ molecules are stacked head to tail (N--N 4.5~\AA, frozen-core CCSD/6-31G) and all intermolecular pairs are dropped. Then $\delta=5.172\times10^{-5}E_h$ for the dimer and $1.0444\times10^{-4}E_h$ for the trimer. Linear extrapolation puts the association error above 1 kcal/mol at $n=32$ molecules.

The second example is a model of $N$ isotropic three-dimensional oscillators (beads) of frequency $\omega$ and polarizability $\alpha$, coupled by $\mathcal T_{ij}=(\mathbf 1-3\mathbf n\mathbf n^T)/R_{ij}^3$, with $\mathbf n$ the unit vector between beads and $\mathcal T_{ii}=0$. Here $A$ and $B$ are matrices, $B=\frac12\alpha\omega\mathcal T$ and $A=\omega+B$. The symmetric amplitude matrix $T$ solves the ring-CCD equation
\begin{equation}
R[T]=B+AT+TA+TBT=0,
\end{equation}
which gives the exact interaction energy $E_{\rm disp}=\frac12\operatorname{tr}BT$, also obtainable from the normal modes. It is pure correlation. At second order a pair contributes
\begin{equation}
e^{(2)}_{ij}=-\frac{C_6}{R_{ij}^6},\qquad C_6=\tfrac34\alpha^2\omega .
\end{equation}
The local solution $T_{\rm loc}$ has its $3\times3$ block $ij$ set to zero when $C_6/R_{ij}^6<\tau$, which defines $W$ here, and satisfies $R=0$ on the other blocks, the on-site ones included.

Q: What replaces the Hylleraas argument?

A: A Lagrange multiplier. With $\Delta=T_{\rm loc}-T$ and $R[T]=0$, expanding the quadratic residual gives exactly
\begin{equation}
R[T_{\rm loc}]=(A+TB)\Delta+\Delta(A+BT)+\Delta B\Delta .
\end{equation}
Define $\Lambda$ by $(A+BT)\Lambda+\Lambda(A+TB)=-B$. Multiply the residual by $\Lambda$, take the trace, and move $\Delta$ to the right cyclically in the two linear terms, which combine to $-\operatorname{tr}B\Delta$. Since $\delta=\frac12\operatorname{tr}B\Delta$,
\begin{equation}
\delta=-\tfrac12\operatorname{tr}\Lambda R[T_{\rm loc}]+\tfrac12\operatorname{tr}\Lambda\Delta B\Delta .
\label{eq:lagr}
\end{equation}
For the 27-bead cube the terms are $4.29012\times10^{-4}$ and $-2.68\times10^{-7}E_h$, and their sum matches $\delta=4.28744\times10^{-4}E_h$ obtained from the normal modes, an asserted test. The residual is nonzero only on $W$. At leading order in $B/\omega$ it is $B_W$, $\Lambda=-B/2\omega$, the last term is of fourth order, and
\begin{equation}
\delta\simeq\frac{\operatorname{tr}B_W^2}{4\omega}=\sum_{W}\frac{C_6}{R_{ij}^6}\equiv\Sigma_W>0 ,
\label{eq:lead}
\end{equation}
each pair counted once. Positivity in coupled cluster is thus a leading-order result of this model, and it is asserted in the ammonia and folding cases computed here; I have no general proof of it. With $\alpha$ reduced a hundredfold and the pair list fixed, $\delta/\Sigma_W$ is $1.0024$ for a line of 27 beads and $1.0002$ for the cube, asserted to be within one percent of unity.

\section*{Where cancellation works}

Q: My reactions do converge with loose thresholds. When does your argument permit that?

A: When both sides drop the same pairs. I take round model parameters: $\alpha=10$ bohr$^3$, $\omega=0.5\,E_h$, so $C_6=37.5\,E_h$\,bohr$^6$, spacing $a=7$ bohr, and $\tau=10^{-5}E_h$. The pair energies at $a$, $\sqrt2a$, $\sqrt3a$ and $2a$ are $3.187\times10^{-4}$, $3.98\times10^{-5}$, $1.18\times10^{-5}$ and $4.98\times10^{-6}E_h$, so everything from $2a$ outward is dropped. On a line, $N-n$ pairs sit at distance $na$. With $u=C_6/a^6$, extend the sum to infinity and subtract the excess:
\begin{equation}
\frac{\Sigma_W}{u}=\sum_{n=2}^{N-1}\frac{N-n}{n^6}=N[\zeta(6)-1]-[\zeta(5)-1]+\sum_{n\ge N}\frac{n-N}{n^6},
\end{equation}
where the last sum is about $\int_N^\infty(x-N)x^{-6}dx=1/(20N^4)$. The error is linear in $N$ apart from that tail. In the exchange of two 40-bead lines for a 20-bead and a 60-bead line, the linear and the constant terms cancel. The solved model has $2(2.7141\times10^{-4})$ on the left and $1.2802\times10^{-4}+4.1480\times10^{-4}$ on the right, $5.428\times10^{-4}E_h$ each, and the difference is $1.0\times10^{-10}E_h$, comparable with the second-order estimate $u/(20\cdot20^4)$ of the tail. The program asserts that it is below a thousandth of the 20-bead error.

Q: The solved error per bead is $7.17\times10^{-6}E_h$, but your formula gives $5.53\times10^{-6}$.

A: The factor of $1.30$ is a many-body effect whose first term follows from Eq.~(\ref{eq:lagr}). One iteration gives $\Lambda=-(B-B^2/\omega)/2\omega$ and, with $T_{\rm loc}=-B_S/2\omega$ on the kept pairs $S$, $R_W=[B-(BB_S+B_SB)/2\omega]_W$. For the dominant dropped pair, at $2a$, the bead in the middle contributes the same correction $-B_{ik}B_{kj}/\omega$ to both brackets. There $\mathcal T_{ik}\mathcal T_{kj}=\mathrm{diag}(4,1,1)/a^6$ and $\mathcal T_{ij}=\mathrm{diag}(-2,1,1)/8a^3$. The projection of the first on the second is $(-6/8a^9)/(6/64a^6)=-8/a^3$, so each bracket is multiplied by $1+4\alpha/a^3$ and $\delta$ by $1+8\alpha/a^3=1.233$ to first order. At $\alpha/100$ this predicts $1.0023$ against the printed $1.0024$; other beads and other pairs were left out. The step from $1.23$ to $1.30$ at full coupling I have not analysed.

\section*{Folding}

Q: Now fold the chain.

A: Let the straight chain of $N=L^3$ beads fold into an $L\times L\times L$ cube of the same spacing. To speak of a recovery, give each bead a strong-pair energy $\epsilon=-0.2\,E_h$, an added constant, so that $E_c=N\epsilon+E_{\rm disp}$. It enters $f$ and drops out of every error. That alone shows the weakness of the percentage: doubling $|\epsilon|$ nearly halves $1-f$ and leaves the folding error unchanged.

For $N=125$ the recoveries are $99.9965$ percent for the line and $99.9810$ percent for the cube. The folding error is
\begin{equation}
\delta_{\rm cube}-\delta_{\rm line}=(4.7836-0.8808)\times10^{-3}E_h=3.903\times10^{-3}E_h=2.45\ \text{kcal/mol},
\end{equation}
which is almost entirely the first term of Eq.~(\ref{eq:split}), a difference of $1.55\times10^{-4}$ in $f$ times about $25\,E_h$; the second term is $1.9\times10^{-4}\times0.080\,E_h=1.5\times10^{-5}E_h$. It is 4.9 percent of the exact folding energy of $-49.98$ kcal/mol, and its sign disfavours the compact form. The program asserts that both recoveries exceed 99.9 percent while the error exceeds 1 kcal/mol. At $\tau=10^{-4}E_h$ the cube recovers $99.9008$ percent, just inside your criterion, and the error is $15.1$ kcal/mol.

Q: The output says that the cube drops 6714 pairs and the line 7626. Folding removed weak pairs.

A: It removed them from the count, and the count is the wrong measure. The number of pairs is fixed at $125\cdot124/2=7750$; the line keeps 124 and the cube 1036. Nearly all pairs dropped on the line are so distant that their energy is negligible. Folding brings them within a few spacings: the largest dropped pair is still the one at $2a$, half of $\tau$, but the mean dropped pair grows from $6.79\times10^{-4}/7626=8.9\times10^{-8}$ to $4.71\times10^{-3}/6714=7.0\times10^{-7}E_h$, and $\Sigma_W$ rises from $6.79\times10^{-4}$ to $4.71\times10^{-3}E_h$. ``New weak pairs'' has to mean pairs that acquire energy and stay below the threshold.

The continuum limit of Eq.~(\ref{eq:lead}) makes this quantitative. Let $\tau=C_6/R_c^6$. Each pair is shared by two beads, so the loss per bead is, for line density $\lambda$ and number density $\rho$,
\begin{align}
\text{line:}\quad&\tfrac12\cdot2\lambda\int_{R_c}^\infty\frac{C_6}{r^6}\,dr=\frac{\lambda C_6}{5R_c^5}\ \propto\ \tau^{5/6},\\
\text{bulk:}\quad&\tfrac12\,\rho\int_{R_c}^\infty\frac{C_6}{r^6}\,4\pi r^2dr=\frac{2\pi\rho C_6}{3R_c^3}=\frac{2\pi}{3}\rho\sqrt{C_6\tau},
\label{eq:bulk}
\end{align}
using $R_c^{-3}=\sqrt{\tau/C_6}$. These need second order and $a\ll R_c\ll$ system size. At $R_c=15.5a$ explicit lattice sums are $0.995$ and $1.005$ times the integrals (the bulk one cut at $50a$ on both sides), asserted to 2 and 4 percent. At $\tau=10^{-5}E_h$, $R_c=12.5$ bohr is under two spacings, and the bulk integral, $1.18\times10^{-4}E_h$, exceeds the lattice sum, $9.65\times10^{-5}E_h$, by 22 percent. The lattice value is 17 times that of the line and only $0.048$ percent of $|\epsilon|$. In the large-$N$ limit and at second order, folding then costs $9.65\times10^{-5}-0.55\times10^{-5}=9.1\times10^{-5}E_h$ per bead, 1 kcal/mol for every 17 to 18 beads, with the recovery above 99.9 percent throughout. Holding the total fixed in Eq.~(\ref{eq:bulk}) gives $\tau\propto N^{-2}$. Then $R_c\propto\tau^{-1/6}\propto N^{1/3}$ grows in step with the edge of the cube, so a larger $N$ does not bring the condition $R_c\ll$ system size any closer. For a total of 1 kcal/mol in this model the formula puts $R_c$ at $0.75$ of the edge, outside its own regime: use the scaling as a guide and not the prefactor.

Q: Your cubes follow neither a linear law in $N$ nor $\sqrt\tau$.

A: They are too small for either. The folding error is $0.157$, $0.874$ and $2.449$ kcal/mol for $N=27$, 64 and 125, faster than linear, and the cube's loss per bead is $1.6$, $2.9$ and $3.8\times10^{-5}E_h$, still well below the bulk. At second order the reason is a count: a lattice displacement $(d_x,d_y,d_z)$ fits into the cube $\prod(L-|d_\mu|)$ times, a fraction $\prod(1-|d_\mu|/L)$ of the bulk number per bead, only $0.6$ for $(2,0,0)$ at $L=5$. The fraction rises with $L$ toward one, which gives the faster growth. It falls with distance on the whole, though not from every shell to the next (at $L=5$ it is $0.512$ for $(1,1,1)$ and $0.6$ for $(2,0,0)$), so that lowering $\tau$ tends to remove the better-populated shells first: the cube's error goes from $2.49\times10^{-2}$ to $4.78\times10^{-3}$ to $8.89\times10^{-4}E_h$ for $\tau=10^{-4},10^{-5},10^{-6}E_h$, a factor above 5 per decade where the bulk continuum has $\sqrt{10}=3.2$. The discreteness of the inner shells also enters these factors: at second order the same count gives $5.70$ and $5.22$ for $L=5$ but $4.06$ and $3.00$ for $L=60$, so discreteness alone lifts the first factor to about 4 and the finite size supplies the rest. At $\tau=10^{-6}E_h$ the folding error is $0.50$ kcal/mol, within your target at this size. The program asserts only the ordering in $N$ and in $\tau$.

\section*{Estimating the weak pairs}

Q: Methods such as DLPNO-CCSD do not discard weak pairs; they add MP2-level estimates. Does that not end the matter?

A: It reduces the error greatly in these examples. The corrected energy is $E_{\rm loc}+\sum_We^{(2)}$, with residual $\delta+\sum_We^{(2)}$. For ammonia, with pair energies from the full MP2 solution, it is $5.172\times10^{-5}-4.747\times10^{-5}=4.25\times10^{-6}E_h$ for the dimer and $8.64\times10^{-6}E_h$ for the trimer. That is a twelfth of $\delta$, and it still roughly doubles with the second contact. For decoupled subsystems both terms add, so the residual is extensive too. The same extrapolation now needs roughly 360 molecules in this basis. In the model at $N=125$ and $\tau=10^{-5}E_h$ the folding error falls from $2.45$ to $-0.08$ kcal/mol, and your expectation is met.

The price is that the sign is no longer fixed. At $\tau=10^{-4}E_h$ the residuals are
\begin{align}
\text{line:}\quad&8.808\times10^{-4}-6.792\times10^{-4}=+2.02\times10^{-4}\,E_h,\\
\text{cube:}\quad&2.4912\times10^{-2}-2.6855\times10^{-2}=-1.94\times10^{-3}\,E_h,
\end{align}
so their magnitudes add, to $-2.14\times10^{-3}E_h=-1.35$ kcal/mol. The cube's residual is under $0.01$ percent of $25\,E_h$, a recovery ten times better than your criterion, and the target is missed. The residual is the many-body modification of the dropped pairs, which depends on geometry: the middle bead strengthens a collinear pair, as derived above, while dropping the cube's shells at $\sqrt2a$ and $\sqrt3a$, on going from $\tau=10^{-5}$ to $10^{-4}E_h$, raises $\delta$ by $2.4912\times10^{-2}-0.4784\times10^{-2}=2.013\times10^{-2}E_h$, less than their second-order value $2.6855\times10^{-2}-0.4708\times10^{-2}=2.215\times10^{-2}E_h$. With residuals of either sign the bound becomes $10^{-3}(|E_{c,A}|+|E_{c,B}|)$.

Q: Then what should I look at in place of the percentage?

A: At an energy difference. Compare the estimated weak-pair sums of the two sides, in $E_h$, and follow the reaction energy itself as $\tau$ is tightened, with a threshold that shrinks as the compact structure grows. The figures here belong to a small-basis chain and to a model with isotropic dipoles, no exchange and an arbitrary $\epsilon$, and they leave out virtual-space truncation and triples; they fix no critical size for your molecules. Equation~(\ref{eq:split}) needs none of those assumptions, and your own output files contain the numbers to put into it for any size at which a tighter reference calculation is affordable.

\section*{Computed values}
\begin{verbatim}
1 Eh = 627.509 kcal/mol; 1 kcal/mol = 1.5936e-03 Eh
|E_c| at which 0.1 percent is 1 kcal/mol = 1.5936 Eh
NH3: r=1.01 A, angle=107.0 deg, N-N=4.5 A, centroid cut=5.0 bohr, fc-CCSD/6-31G
n=1: E_c(MP2)=-0.115560 Eh, E_c(CCSD)=-0.128356 Eh, dropped pairs 0
n=2: E_c(MP2)=-0.231139 Eh, E_c(CCSD)=-0.256718 Eh, dropped pairs 16
  |e| largest dropped 6.18e-06 Eh, smallest kept i!=j 9.19e-03 Eh
  MP2: delta=4.7823e-05 Eh, -sum_W e=4.7467e-05 Eh
  CCSD: delta=5.1720e-05 Eh, -sum_W e=5.7602e-05 Eh, f=99.9799 %
  association: canonical -1.2701, local error 0.0325 kcal/mol
  residual after MP2 weak-pair correction 4.253e-06 Eh
n=3: E_c(MP2)=-0.346709 Eh, E_c(CCSD)=-0.385067 Eh, dropped pairs 48
  |e| largest dropped 6.27e-06 Eh, smallest kept i!=j 9.19e-03 Eh
  MP2: delta=9.6520e-05 Eh, -sum_W e=9.5806e-05 Eh
  CCSD: delta=1.0444e-04 Eh, -sum_W e=1.1629e-04 Eh, f=99.9729 %
  association: canonical -2.7484, local error 0.0655 kcal/mol
  residual after MP2 weak-pair correction 8.638e-06 Eh
CCSD delta(3)/delta(2) = 2.019
increment per added NH3 5.2724e-05 Eh; long-chain f=99.9589 %
extrapolated chain length with error > 1 kcal/mol: n=32
two dimers 60 A apart: MP2 delta ratio to one dimer = 2.00000
MP2 delta at 10 A 3.5721e-07 Eh, at 14 A 4.7666e-08 Eh, log slope -5.986
model: alpha=10.0 bohr^3, w=0.5 Eh, a=7.0 bohr, eps=-0.2 Eh, C6=37.5 Eh bohr^6
C6/R^6 at a, sqrt2 a, sqrt3 a, 2a (Eh): 3.187e-04 3.984e-05 1.181e-05 4.980e-06
cube N=27: delta=4.28744e-04 Eh, Lagrangian lead 4.29012e-04 Eh, rest -2.68e-07 Eh
line N=27, alpha/100: delta / sum_W C6/R^6 = 1.0024
cube N=27, alpha/100: delta / sum_W C6/R^6 = 1.0002
line delta N=20,40,60: 1.2802e-04 2.7141e-04 4.1480e-04 Eh; per bead 7.1695e-06 Eh
control 2 line40 -> line20 + line60: error 1.0e-10 Eh
N=27 tau=1e-05 Eh: dropped line 325, cube 193; f line 99.9967 %, cube 99.9921 %
  delta line 1.7821e-04, cube 4.2874e-04 Eh; sum_W C6/R^6 1.3749e-04, 4.1134e-04 Eh
  folding: exact -7.56, error 0.157, corrected error -0.015 kcal/mol
N=64 tau=1e-05 Eh: dropped line 1953, cube 1548; f line 99.9965 %, cube 99.9857 %
  delta line 4.4348e-04, cube 1.8368e-03 Eh; sum_W C6/R^6 3.4202e-04, 1.7902e-03 Eh
  folding: exact -22.58, error 0.874, corrected error -0.034 kcal/mol
N=125 tau=1e-05 Eh: dropped line 7626, cube 6714; f line 99.9965 %, cube 99.9810 %
  delta line 8.8082e-04, cube 4.7836e-03 Eh; sum_W C6/R^6 6.7923e-04, 4.7082e-03 Eh
  folding: exact -49.98, error 2.449, corrected error -0.079 kcal/mol
N=125 tau=1e-04 Eh: dropped line 7626, cube 7450; f line 99.9965 %, cube 99.9008 %
  delta line 8.8082e-04, cube 2.4912e-02 Eh; sum_W C6/R^6 6.7923e-04, 2.6855e-02 Eh
  folding: exact -49.98, error 15.080, corrected error -1.346 kcal/mol
N=125 tau=1e-06 Eh: dropped line 7503, cube 5193; f line 99.9997 %, cube 99.9965 %
  delta line 8.6888e-05, cube 8.8883e-04 Eh; sum_W C6/R^6 6.6643e-05, 9.0166e-04 Eh
  folding: exact -49.98, error 0.503, corrected error -0.021 kcal/mol
lattice/continuum tail at Rc=15.5 a: bulk 1.0054, line 0.9948
tau=1e-05 Eh: Rc=12.464 bohr; second-order loss per bead:
  bulk lattice 9.652e-05 Eh, bulk continuum 1.182e-04 Eh, line 5.528e-06 Eh
  bulk loss / |eps| = 0.0483 %; bulk/line = 17.46
\end{verbatim}
